# Exact free-flight energy update for square-root electronic loss

## Common information

A Monte Carlo ion transport calculation follows an ion along straight free flights that are separated by collisions with target atoms. During a flight the ion loses energy to electrons. At its end a collision deflects the ion and takes further energy from it. Parts (a) to (f) treat the electronic loss alone, as a smooth, deterministic process:

$$\frac{dE}{ds}=-k\sqrt E,\qquad k>0,\qquad E(0)=E_0>0,\qquad E\ge 0.$$

Here $E$ is the kinetic energy, $s$ the path travelled, and $L$ the length of a flight. The coefficient $k$ is constant during a flight and from one flight to the next.

The example is nitrogen implanted into a molybdenum gate film, a process that can shift the work function of the gate. The inputs are:

- ion: $Z_1=7$, $M_1=14.007$ u;
- target: $Z_2=42$, $M_2=95.95$ u, body-centred cubic with lattice constant $a=3.15$ angstrom;
- initial energy: $E_0=30\,000$ eV.

The lattice constant and the energy are rough typical values. Algebra that contains electron or ion speeds is in atomic units; numerical energies and lengths are in eV and angstrom. More digits are kept than the physical model deserves where two nearly equal energies must be subtracted.

## Part (a): the loss coefficient

**Question.** In the Lindhard-Scharff model the electronic stopping power is $NCv$, where $N$ is the atomic density, $v$ the ion speed and, in atomic units,

$$C=\frac{8\pi Z_1^{7/6}Z_2}{\left(Z_1^{2/3}+Z_2^{2/3}\right)^{3/2}}.$$

Derive $k$, explain how to convert it to eV and angstrom, and evaluate it. Is the ion slow enough for the model?

**Model answer.** The non-relativistic energy is $E=M_1v^2/2$, with $M_1$ in electron masses, so $v=\sqrt{2E/M_1}$. Hence

$$\frac{dE}{ds}=-NC\sqrt{\frac{2E}{M_1}},\qquad k=NC\sqrt{\frac{2}{M_1}}.$$

The square root of the energy is simply the ion speed in another form.

For the conversion, write $E=E_h\epsilon$ and $s=a_0\sigma$, where $E_h$ is the hartree, $a_0$ the bohr, and $\epsilon,\sigma$ are the values in atomic units. Then

$$\frac{dE}{ds}=\frac{E_h}{a_0}\frac{d\epsilon}{d\sigma}
=-\frac{E_h}{a_0}k_{\rm au}\sqrt{\frac{E}{E_h}}
=-\frac{k_{\rm au}\sqrt{E_h}}{a_0}\sqrt E .$$

The converted coefficient is therefore $k_{\rm au}\sqrt{E_h}/a_0$, and the equation keeps its form.

A body-centred cubic cell holds two atoms, so $N=2/a^3=2/3.15^3=0.0640$ angstrom$^{-3}$. Inserting the inputs gives

$$k=0.13536\ \mathrm{eV^{1/2}/angstrom}.$$

With $\sqrt{E_0}=173.205$ eV$^{1/2}$, the initial electronic stopping power is $0.13536\times173.205=23.4$ eV/angstrom.

The model is meant for speeds well below $Z_1^{2/3}$ atomic units. Here $v/Z_1^{2/3}=0.080$, so the condition is met. This does not make $k$ a measured quantity; its uncertainty is considered in part (g).

## Part (b): the exact update

**Question.** Find $E(L)$ for every $L\ge0$, including flights on which the ion stops.

**Model answer.** Set $u=\sqrt E$, so that $E=u^2$. While $E>0$, the chain rule gives

$$2u\frac{du}{ds}=-ku .$$

Division by $2u$ is allowed because $u>0$:

$$\frac{du}{ds}=-\frac{k}{2}.$$

Integration from $0$ to $L$ gives $u(L)=\sqrt{E_0}-kL/2$. The speed falls linearly with path, although the energy does not.

The ion reaches zero energy when $\sqrt{E_0}=kR/2$, which defines the stopping path

$$R=\frac{2\sqrt{E_0}}{k}.$$

After that point the equation does not let $E$ increase, since its right-hand side is never positive, and $E$ may not be negative. The energy must remain zero. The complete update is

$$E(L)=\begin{cases}
\left(\sqrt{E_0}-kL/2\right)^2,&0\le L\le R,\\
0,&L>R.
\end{cases}$$

The second line is essential. If the square were used beyond $R$, the stopped ion would regain energy. For $kL>4\sqrt{E_0}$ it would even have $(kL/2-\sqrt{E_0})^2>E_0$, more than it started with.

For the example,

$$R=\frac{2\times173.205}{0.13536}=2559\ \text{angstrom}=256\ \text{nm}.$$

This is a path length for electronic loss alone, not an implantation depth.

## Part (c): one Euler step

**Question.** An explicit Euler step uses the initial stopping power for the whole flight. Find its energy error, explain the sign physically, and state where the result ceases to hold. What changes if negative energies are reset to zero?

**Model answer.** The Euler energy is

$$E_{\rm Eu}=E_0-kL\sqrt{E_0}.$$

For $L\le R$, expand the exact square:

$$E(L)=E_0-2\sqrt{E_0}\,\frac{kL}{2}+\left(\frac{kL}{2}\right)^2
=E_0-kL\sqrt{E_0}+\frac{k^2L^2}{4}.$$

Subtraction gives

$$E(L)-E_{\rm Eu}=\frac{k^2L^2}{4},\qquad 0\le L\le R.$$

Euler therefore underestimates the remaining energy. The result has no higher-order correction, because $E(L)$ is a quadratic polynomial in $L$ over this range.

The physical reason is that the ion slows down and its stopping power falls with it. Since $u$ is linear in $s$, the mean stopping power over the flight is

$$\frac{k}{2}\left[u(0)+u(L)\right].$$

Euler uses $ku(0)$ instead. The excess stopping power is

$$ku(0)-\frac{k}{2}\left[u(0)+u(L)\right]
=\frac{k}{2}\left[u(0)-u(L)\right]
=\frac{k}{2}\,\frac{kL}{2}=\frac{k^2L}{4}.$$

Multiplication by $L$ gives the same energy gap. The gap does not depend on $E_0$, provided that the ion does not stop before the end of the flight.

To compare the gap with the energy lost, let $x=L/R$. Then $kL/2=x\sqrt{E_0}$, the gap is $x^2E_0$, and the exact loss is $E_0-(1-x)^2E_0=(2x-x^2)E_0$. Thus

$$\frac{\text{gap}}{\text{exact loss}}=\frac{x^2}{2x-x^2}=\frac{x}{2-x}\qquad(0<x\le1).$$

For a short flight this is about $x/2$. At $x=1$ it is 1: Euler then removes twice the energy that the ion had.

For $L>R$ the exact energy is zero, and the gap becomes $kL\sqrt{E_0}-E_0$. It is smaller than the quadratic expression, because

$$\frac{k^2L^2}{4}-\left(kL\sqrt{E_0}-E_0\right)
=\left(\frac{kL}{2}-\sqrt{E_0}\right)^2>0 .$$

The raw Euler energy is negative when $kL>\sqrt{E_0}$, that is, when $L>R/2$. Suppose it is reset to zero:

- For $L\le R/2$ nothing changes, and the gap is $k^2L^2/4$.
- For $R/2<L<R$ the error is the whole remaining energy $E(L)$. Here $0<\sqrt{E_0}-kL/2<kL/2$, so the error is smaller than $k^2L^2/4$.
- For $L\ge R$ both energies are zero, and there is no error.

## Part (d): two flight lengths

**Question.** Compare the two updates at $E_0=30\,000$ eV for a normal flight $L=N^{-1/3}$ and for a flight twenty times as long. Express each gap relative to the exact loss.

**Model answer.** The normal flight is $L=2.5002$ angstrom, so $kL=0.338415$ eV$^{1/2}$. The Euler loss and the gap are

$$0.338415\times173.205=58.615\ \text{eV},\qquad
\frac{0.33842^2}{4}=0.0286\ \text{eV}.$$

The exact loss is their difference, 58.587 eV. The remaining energies are 29 941.41 eV for the exact update and 29 941.38 eV for Euler. The gap is about 0.05 percent of the exact loss.

For the long flight, $L=50.003$ angstrom and $kL=6.7683$ eV$^{1/2}$. Now

$$6.7683\times173.205=1172.30\ \text{eV},\qquad
\frac{6.7683^2}{4}=11.45\ \text{eV}.$$

The exact loss is 1160.85 eV. The exact and Euler energies are 28 839.15 eV and 28 827.70 eV. The gap is about 1 percent of the exact loss.

At fixed $k$, a flight twenty times as long has a gap $20^2=400$ times as large. The relative error grows by a factor of about twenty, since the loss itself is nearly proportional to $L$ at these lengths.

## Part (e): many flights

**Question.** Show that exact updates can be composed without error. Then derive the leading Euler deficit after a path $S$ made of equal flights $L$, and evaluate it for 200 normal flights and for 10 long flights.

**Model answer.** Before stopping, flights $L_1$ and $L_2$ in succession give

$$u=\left(\sqrt{E_0}-\frac{kL_1}{2}\right)-\frac{kL_2}{2}
=\sqrt{E_0}-\frac{k(L_1+L_2)}{2},$$

which is one flight of length $L_1+L_2$. If the ion stops in either flight, both procedures return zero. Subdivision therefore has no effect on the exact result.

For Euler, let $u_n$ be the square root of the energy before step $n$. While the energy stays positive,

$$u_{n+1}=\sqrt{u_n^2-kLu_n}=u_n\sqrt{1-\frac{kL}{u_n}}.$$

For $kL\ll u_n$, use $\sqrt{1-y}=1-y/2-y^2/8+\cdots$:

$$u_{n+1}=u_n-\frac{kL}{2}-\frac{k^2L^2}{8u_n}+\cdots .$$

The second term is the exact change and the third is the error. Since the exact change does not depend on $u_n$, an earlier error in $u$ is carried forward unchanged, and to leading order the errors add. With $u_n$ taken from the exact path and the sum replaced by an integral, the total deficit in $u$ is

$$\delta\simeq\frac{k^2L}{8}\int_0^S\frac{ds}{u(s)}.$$

Let $u_0=\sqrt{E_0}$ and $u_S=u_0-kS/2>0$. Since $ds=-2\,du/k$,

$$\delta\simeq\frac{k^2L}{8}\,\frac{2}{k}\int_{u_S}^{u_0}\frac{du}{u}
=\frac{kL}{4}\ln\frac{u_0}{u_S}.$$

The energy deficit is $u_S^2-(u_S-\delta)^2=2u_S\delta-\delta^2$. Dropping $\delta^2$ gives

$$\Delta E\simeq\frac{kL}{2}\,u_S\ln\frac{u_0}{u_S},\qquad kL\ll u_S.$$

At fixed $S$ the accumulated error is first order in $L$, although one step has an error of second order. The estimate fails near the end of the path, where $u_S$ is no longer large compared with $kL$.

Here $S=500.03$ angstrom, and the exact final energy is 19 422.2 eV, so $u_S=139.36$ eV$^{1/2}$. For normal flights,

$$\Delta E\simeq\frac{0.33842}{2}\times139.36\times
\ln\frac{173.205}{139.36}=5.13\ \text{eV}.$$

Repeated Euler steps also give a deficit of 5.13 eV. For long flights the estimate is 102.53 eV and repeated steps give 103.65 eV. The difference is about 1 percent of the deficit, within the expected relative order $kL/u_S=0.049$ of the omitted terms.

Adding 200 initial gaps would give $200\times0.02863=5.73$ eV, which is too large. A fixed error in $u$ corresponds to a smaller energy error as $u$ falls: a gap made at $u_n$ is reduced by the factor $u_S/u_n$ at the end. In the short-path limit $kS\ll u_0$ this reduction disappears, and $\Delta E\simeq k^2LS/4$, one full gap for each step.

## Part (f): low energies

**Question.** For a given flight length, below which initial energy does Euler give a negative result? Below which energy does the ion really stop in this model? Evaluate and interpret the limits.

**Model answer.** The Euler energy can be written as $\sqrt{E_0}\,(\sqrt{E_0}-kL)$, so it is negative for

$$E_0<(kL)^2.$$

The exact solution reaches zero during the flight, or at its end, when $L\ge R=2\sqrt{E_0}/k$, that is,

$$E_0\le\frac{(kL)^2}{4}.$$

The two limits differ by a factor of four. For an ion that starts at $E_0=(kL)^2$, Euler leaves nothing, whereas the exact update leaves $(kL-kL/2)^2=E_0/4$.

For the normal flight the Euler limit is 0.11 eV. A calculation that stops following ions at a higher energy than this will not meet a negative Euler energy at this flight length. For the long flight Euler fails below 45.8 eV, while the ion really stops only at or below 11.5 eV. Between these energies Euler removes an ion that should still be moving.

## Part (g): does the gap matter physically?

**Question.** Compare the normal-flight gap with (i) the effect of placing a nuclear energy loss $Q$ before instead of after the flight, (ii) an upper bound on the random spread of the electronic loss, and (iii) a 30 percent increase of $k$. For (i), use the mean nuclear stopping power

$$S_n=N\int_0^\infty \gamma E\sin^2\frac{\theta}{2}\;2\pi p\,dp,\qquad
\gamma=\frac{4M_1M_2}{(M_1+M_2)^2},$$

where $\theta$ is the centre-of-mass scattering angle at impact parameter $p$. With the universal screened potential it is 17.03 eV/angstrom at $E_0$; the value depends on the potential, and a Molière potential with the Firsov screening length gives 16.1, about 5 percent less. For (ii), treat the target electrons as a cold free-electron gas with six electrons per atom and Fermi speed $v_F=1.190$ atomic units; the ion speed is $v=0.2939$ atomic units.

**Model answer.** (i) The mean nuclear loss per flight is $Q=17.03\times2.5002=42.6$ eV. Hold $Q$ fixed. The final energies, with the kick first and with the flight first, are

$$E_{\rm kick}=E_0-Q-kL\sqrt{E_0-Q}+\frac{k^2L^2}{4},$$

$$E_{\rm flight}=E_0-kL\sqrt{E_0}+\frac{k^2L^2}{4}-Q.$$

Their difference is

$$E_{\rm kick}-E_{\rm flight}=kL\left(\sqrt{E_0}-\sqrt{E_0-Q}\right)
\simeq\frac{kLQ}{2\sqrt{E_0}}=0.042\ \text{eV},$$

where the last step uses $Q\ll E_0$. With $Q$ held fixed, the order of the two events thus changes the energy by about 1.5 times the Euler gap of 0.029 eV. In fact $Q$ depends on the energy at the collision: after the flight the mean loss is about 0.012 eV larger, which raises the difference to 0.054 eV, about 1.9 times the gap. A mean kick does not represent the spread of individual collisions.

(ii) Treat the ion as infinitely heavy compared with an electron. In the ion's frame an elastic collision preserves the electron speed $w$. For an electron of initial speed $v_e\le v_F$, $w\le v_e+v$. Returning to the target frame adds at most $v$, so the final speed is at most $v_e+2v$. The energy transfer $T$ therefore obeys

$$T\le\tfrac12\left[(v_e+2v)^2-v_e^2\right]=2v(v_e+v)\le2v(v_F+v)=T_{\max}.$$

The numbers give $T_{\max}=23.7$ eV. In a cold gas all states with speed below $v_F$ are filled, so the final state must have a speed above $v_F\ge v_e$, and $T\ge0$. For independent events with mean numbers $\lambda_i$ and transfers $T_i$, Poisson statistics give

$$\text{variance}=\sum_i\lambda_iT_i^2\le T_{\max}\sum_i\lambda_iT_i .$$

The last sum is the mean loss. The standard deviation is thus at most $\sqrt{58.59\times23.73}=37$ eV. This is a bound within the model, not an estimate of the actual spread. Core excitation and charge exchange are left out.

(iii) Raising $k$ by 30 percent increases the loss on this flight by 17.6 eV, about 600 times the Euler gap. The 30 percent is an assumed uncertainty.

For a real gate film, the stopping path of 256 nm must not be read as a depth. At the initial energy the nuclear and electronic stopping powers add to $17.03+23.45\approx40.5$ eV/angstrom, 1.7 times the electronic part. This ratio rises as the ion slows, to 2.3 at 10 keV and 3.7 at 1 keV, and with both mean losses the path is only about 100 nm. Deflections further make the depth differ from the path length. Crystal channels can also break the assumption of a constant $k$; that effect is not sized here. The long flight is a numerical stress test: its mean nuclear loss would be about 850 eV, which should not be lumped into one ordinary collision without further justification.

At 30 keV and normal flight length the Euler gap is therefore small beside the effect of the assumed uncertainty of $k$. The gap stays the same as the ion slows down, whereas that effect shrinks; at a few tenths of an eV the two are comparable. This holds within the equation only: such energies lie far below the binding energies of several eV of atoms in the solid, where free flights and binary collisions no longer describe the motion. The exact update is still the better choice: it needs the same single square root as Euler, is independent of subdivision, and with the stopping condition never returns a negative energy. The main values are collected in the numerical output.

## Calculated quantities

```
Ion N, Z1 = 7 ; target Mo, Z2 = 42
Ion mass: 14.007 u
Target atom mass: 95.95 u
Lattice constant (rough input): 3.15 angstrom
Initial energy E0 (rough input): 30000 eV
Atomic density N: 0.06399 angstrom^-3
Ion speed: 0.2939 atomic units
Speed / Z1^(2/3): 0.0803 atomic units
Loss coefficient k: 0.13536 eV^(1/2)/angstrom
Initial electronic stopping power: 23.445 eV/angstrom
Stopping path R, electronic loss only: 2559.2 angstrom
Same stopping path R: 255.92 nm
Normal flight L: 2.5002 angstrom
Normal flight, kL: 0.33842 eV^(1/2)
Normal flight, exact energy: 29941.4134 eV
Normal flight, Euler energy: 29941.3848 eV
Normal flight, exact loss: 58.5866 eV
Normal flight, exact minus Euler: 0.02863 eV
Normal flight, k^2 L^2/4: 0.02863 eV
Long flight L: 50.0031 angstrom
Long flight, kL: 6.76830 eV^(1/2)
Long flight, exact energy: 28839.1481 eV
Long flight, Euler energy: 28827.6956 eV
Long flight, exact loss: 1160.8519 eV
Long flight, exact minus Euler: 11.45248 eV
Long flight, k^2 L^2/4: 11.45248 eV
Accumulated path S: 500.03 angstrom
Exact energy after S: 19422.20 eV
Euler deficit after 200 normal flights: 5.129 eV
Leading estimate of that deficit: 5.126 eV
Euler deficit after 10 long flights: 103.65 eV
Leading estimate of that deficit: 102.53 eV
Euler negative below E0, normal flight: 0.1145 eV
Euler negative below E0, long flight: 45.810 eV
True stop at or below E0, long flight: 11.452 eV
Mean nuclear stopping power: 17.03 eV/angstrom
Mean nuclear loss per normal flight: 42.57 eV
Energy shift if kick precedes flight: 0.04160 eV
Assumed valence electrons per Mo atom: 6
Fermi speed: 1.1898 atomic units
Largest transfer to one electron: 23.73 eV
Straggling bound (std), normal flight: 37.29 eV
Assumed increase of k: 30 percent
Extra loss from it, normal flight: 17.56 eV
```
